# Simple Density Mixing for an Isolated Two-Dimensional Metal: a numerical check

```python
"""Simple density mixing for an isolated two-dimensional metal.

Result under test: the largest eigenvalue of the dielectric operator
    epsilon = 1 - chi0 v   (Hartree kernel v, independent response chi0)
is  1 + D e^2/(2 eps0 q) + constant,  q = 2 pi / L,
so the condition number grows linearly with the supercell length L.
For a bulk metal, or a sheet with periodic images at fixed spacing,
it grows quadratically.
D: density of states at the Fermi level, both spins.
Units: eV and nm.  The lattice potential and the density vary along x;
motion along y (sheet) or along y and z (bulk) is free.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit

HB2M = sc.hbar**2 / (sc.m_e * sc.e) * 1e18      # hbar^2/m_e, eV nm^2
COUL = sc.e / sc.epsilon_0 * 1e9                # e^2/eps0, eV nm
TEMP = 300.0
KT = sc.k * TEMP / sc.e
SPIN = 2
PERIOD = 0.32                                   # lattice period, nm
V_LATTICE = 3.0                                 # potential 2 V cos(Gx), eV
N_SHEET = 1.0                                   # nm^-2
N_BULK = 0.5                                    # nm^-3
SPACING = 2.0                                   # image spacing, nm

DKY = 0.1
KY = (np.arange(80) + 0.5) * DKY
EY = 0.5 * HB2M * KY**2


def kernel_sheet(q):
    return COUL / (2 * q)


def kernel_bulk(q):
    return COUL / q**2


def kernel_images(q):
    """Explicit sum over wavevectors along the normal."""
    q = np.atleast_1d(q)
    gz = 2 * np.pi * np.arange(1, 4001) / SPACING
    tail = np.array([np.sum(1 / (p**2 + gz**2)) for p in q])
    return COUL / SPACING * (1 / q**2 + 2 * tail)


class Supercell:
    def __init__(self, cells, kernel, bulk=False):
        self.cells, self.bulk = cells, bulk
        self.length = cells * PERIOD
        self.grid = 16 * cells
        self.x = np.arange(self.grid) * self.length / self.grid
        self.v0 = 2 * V_LATTICE * np.cos(2 * np.pi * self.x / PERIOD)
        q = np.abs(2 * np.pi * np.fft.fftfreq(
            self.grid, self.length / self.grid))
        self.kern = np.zeros(self.grid)
        self.kern[1:] = kernel(q[1:])
        m = np.arange(-3 * cells, 3 * cells + 1)
        self.gm = 2 * np.pi * m / self.length
        self.index = (m[:, None] - m[None, :]) % self.grid
        self.waves = np.exp(1j * np.outer(self.x, self.gm))
        nk = 192 // cells
        # k and -k give equal densities for an even potential
        self.ks = (np.arange(nk // 2) + 0.5) / nk * 2 * np.pi / self.length
        self.target = N_BULK if bulk else N_SHEET
        self.n0 = self.density(self.v0)
        self.mu = self.last_mu
        self.fermi_energy = self.mu - self.bottom

    def filling(self, energy, mu):
        """Electrons per transverse length or area in a level along x."""
        if self.bulk:
            return (SPIN / (2 * np.pi * HB2M) * KT
                    * np.logaddexp(0, (mu - energy) / KT))
        f = expit((mu - energy[..., None] - EY) / KT)
        return SPIN * DKY / np.pi * f.sum(axis=-1)

    def density(self, potential, mu=None):
        vq = np.fft.fft(potential).real / self.grid
        base = vq[self.index]
        energies, vectors = [], []
        for k in self.ks:
            h = base + np.diag(0.5 * HB2M * (k + self.gm)**2)
            e, c = np.linalg.eigh(h)
            energies.append(e[:self.cells])
            vectors.append(c[:, :self.cells])
        energies = np.array(energies)
        norm = len(self.ks) * self.length
        self.bottom = energies.min()
        if mu is None:
            mu = brentq(lambda t: self.filling(energies, t).sum() / norm
                        - self.target, self.bottom - 1, self.bottom + 2,
                        xtol=1e-14, rtol=1e-14)
        self.last_mu = mu
        occ = self.filling(energies, mu)
        n = np.zeros(self.grid)
        for c, o in zip(vectors, occ):
            n += np.abs(self.waves @ c)**2 @ o
        return n / norm

    def hartree(self, n):
        return np.fft.ifft(self.kern * np.fft.fft(n)).real

    def dielectric(self, u):
        """Action of 1 - chi0 v from differences of the density map."""
        dv = self.hartree(u)
        h = 1e-4 / np.abs(dv).max()
        up = self.density(self.v0 + h * dv)
        down = self.density(self.v0 - h * dv)
        return u - (up - down) / (2 * h)

    def rayleigh(self, u):
        w = self.dielectric(u)
        pot = self.hartree(u)
        return pot @ w / (pot @ u), w

    def largest(self):
        u = np.cos(2 * np.pi * self.x / self.length)
        for _ in range(5):
            lam, w = self.rayleigh(u)
            u = w / np.linalg.norm(w)
        return lam, u

    def fermi_dos(self):
        """Density of states and constant caused by crystal local fields."""
        h = 1e-4
        ldos = (self.density(self.v0, self.mu + h)
                - self.density(self.v0, self.mu - h)) / (2 * h)
        dos = ldos.mean()
        s = np.fft.fft(ldos) / self.grid / dos
        return dos, dos * np.sum(self.kern * np.abs(s)**2)

    def mix(self, error, alpha, steps, stop=0.0):
        """Simple mixing; returns final relative error and steps used."""
        start = np.linalg.norm(error)
        n = self.n0 + error
        for step in range(1, steps + 1):
            out = self.density(self.v0 + self.hartree(n - self.n0))
            n = n + alpha * (out - n)
            ratio = np.linalg.norm(n - self.n0) / start
            if ratio < stop:
                break
        return ratio, step


def steps_needed(kappa, factor):
    return np.log(factor) / np.log((kappa + 1) / (kappa - 1))


sizes = (8, 16, 32)
sheets = [Supercell(c, kernel_sheet) for c in sizes]
images = [Supercell(c, kernel_images) for c in sizes]
bulks = [Supercell(c, kernel_bulk, True) for c in sizes]
top_sheet = [s.largest() for s in sheets]
lam_sheet = np.array([t[0] for t in top_sheet])
lam_image = np.array([s.largest()[0] for s in images])
lam_bulk = np.array([s.largest()[0] for s in bulks])
lengths = np.array([s.length for s in sheets])
qmin = 2 * np.pi / lengths
dos, local = sheets[-1].fermi_dos()
dos3, _ = bulks[-1].fermi_dos()

# Isolated sheet: slope, local-field constant and growth exponent
slope = COUL * dos / (4 * np.pi)
measured_slope = (lam_sheet[2] - lam_sheet[1]) / (lengths[2] - lengths[1])
assert abs(measured_slope / slope - 1) < 0.01
formula_sheet = 1 + slope * lengths + local
assert abs(lam_sheet[2] - formula_sheet[2]) < 0.35 * local
power_sheet = np.log2((lam_sheet[2] - 1) / (lam_sheet[1] - 1))
assert abs(power_sheet - 1) < 0.05

# Periodic images: closed form against the explicit sum in the map
formula_image = (1 + dos * kernel_sheet(qmin) / np.tanh(qmin * SPACING / 2)
                 + local)
assert abs(lam_image[2] / formula_image[2] - 1) < 0.02
far = kernel_images(2 * np.pi / np.array([40.96, 81.92]))
power_image = np.log2(far[1] / far[0])
assert abs(power_image - 2) < 0.03

# Bulk metal; finite q lowers the response by a few percent
formula_bulk = 1 + dos3 * kernel_bulk(qmin)
assert abs(lam_bulk[2] / formula_bulk[2] - 1) < 0.03
power_bulk = np.log2((lam_bulk[2] - 1) / (lam_bulk[1] - 1))
assert abs(power_bulk - 2) < 0.1

# Short waves give an upper bound on the smallest eigenvalue
short = [np.cos(6 * np.pi * s.x / PERIOD) for s in sheets]
lam_short = np.array([s.rayleigh(w)[0] for s, w in zip(sheets, short)])
assert np.all(lam_short >= 1) and np.all(lam_short < 1.02)
kappa = lam_sheet / lam_short

# Stability limit of the real nonlinear iteration
growth = []
for fraction in (0.95, 1.05):
    r, n_steps = sheets[0].mix(1e-6 * top_sheet[0][1],
                               fraction * 2 / lam_sheet[0], 25)
    growth.append(r**(1 / n_steps))
    assert abs(growth[-1] - abs(1 - 2 * fraction)) < 0.005

# Iterations at the best mixing parameter, error reduced 100 times
counts, expected = [], []
for i in (0, 1):
    e = top_sheet[i][1] + short[i] / np.linalg.norm(short[i])
    best = 2 / (lam_sheet[i] + lam_short[i])
    r, n_steps = sheets[i].mix(1e-5 * e, best, 250, 0.01)
    counts.append(n_steps)
    expected.append(steps_needed(kappa[i], 100))
    assert r < 0.01 and abs(n_steps / expected[-1] - 1) < 0.05

# Finite thickness with perpendicular polarization, hard-wall subbands
thick, nz = 0.6, 240
z = (np.arange(nz) + 0.5) * thick / nz
phi = np.array([np.sqrt(2 / thick) * np.sin(j * np.pi * z / thick)
                for j in range(1, 9)])
ez = 0.5 * HB2M * (np.arange(1, 9) * np.pi / thick)**2
pair = phi[0] * phi * thick / nz
weight = np.concatenate(([dos], 2 * N_SHEET / (ez[1:] - ez[0])))
dist = np.abs(z[:, None] - z[None, :])
q_long = 2 * np.pi / 40.96
mat = pair @ (kernel_sheet(q_long) * np.exp(-q_long * dist)) @ pair.T
mat *= np.sqrt(np.outer(weight, weight))
shift_exact = np.linalg.eigvalsh(mat)[-1] - dos * kernel_sheet(q_long)
shift_thick = -COUL * dos / 2 * (pair[0] @ dist @ pair[0])
assert abs(shift_exact / shift_thick - 1) < 0.05

# Exchange kernel of a strictly two-dimensional uniform gas
kf = np.sqrt(2 * np.pi * N_SHEET)
fx = -0.75 * 4 / (3 * np.pi) * COUL / (4 * np.pi) * kf / N_SHEET
qs = np.linspace(0.3, 80, 4000)
free_dos = SPIN / (2 * np.pi * HB2M)
resp = free_dos * (1 - np.sqrt(np.maximum(0, 1 - (2 * kf / qs)**2)))
lam_min_x = np.min(1 + (kernel_sheet(qs) + fx) * resp)
assert lam_min_x > 0
screen_length = 4.0                             # rough filled-band value, nm

print(f"sheet density: {N_SHEET * 1e14:.1e} cm^-2")
print(f"bulk density for comparison: {N_BULK * 1e21:.1e} cm^-3")
print(f"lattice period: {PERIOD:.2f} nm")
print(f"lattice potential coefficient V in 2V cos(Gx): {V_LATTICE:.1f} eV")
print(f"temperature: {TEMP:.0f} K; kT: {KT:.5f} eV")
print(f"e^2/eps0: {COUL:.4f} eV nm")
print(f"sheet Fermi energy above band bottom: "
      f"{sheets[-1].fermi_energy:.4f} eV")
print(f"sheet density of states D: {dos:.4f} eV^-1 nm^-2")
print(f"same without lattice potential: {free_dos:.4f} eV^-1 nm^-2")
print(f"bulk density of states D3: {dos3:.4f} eV^-1 nm^-3")
print(f"screening wavevector e^2 D/(2 eps0): {COUL * dos / 2:.3f} nm^-1")
print(f"slope of eigenvalue with L, formula: {slope:.4f} nm^-1")
print(f"slope of eigenvalue with L, density map: {measured_slope:.4f} nm^-1")
print(f"local-field constant, formula: {local:.4f} (no unit)")
print(f"local-field constant, map at longest L: "
      f"{lam_sheet[2] - 1 - slope * lengths[2]:.4f} (no unit)")
for i, L in enumerate(lengths):
    print(f"L = {L:.2f} nm: smallest q = {qmin[i]:.4f} nm^-1")
    print(f"  isolated, largest eigenvalue: map {lam_sheet[i]:.3f}, "
          f"formula {formula_sheet[i]:.3f}")
    print(f"  images, largest eigenvalue: map {lam_image[i]:.3f}, "
          f"formula {formula_image[i]:.3f}")
    print(f"  bulk, largest eigenvalue: map {lam_bulk[i]:.3f}, "
          f"formula {formula_bulk[i]:.3f}")
    print(f"  isolated: short-wave eigenvalue bound {lam_short[i]:.5f}, "
          f"kappa {kappa[i]:.3f}")
    print(f"  isolated: best alpha "
          f"{2 / (lam_sheet[i] + lam_short[i]):.5f}, steps for 1e-6 error "
          f"{steps_needed(kappa[i], 1e6):.0f}")
print(f"growth exponent 5.12 to 10.24 nm, isolated: {power_sheet:.3f}")
print(f"growth exponent 5.12 to 10.24 nm, bulk: {power_bulk:.3f}")
print(f"image kernel exponent 40.96 to 81.92 nm: {power_image:.3f}")
print(f"image spacing c: {SPACING:.1f} nm; crossover pi c: "
      f"{np.pi * SPACING:.2f} nm")
print(f"error factor per step at 0.95 and 1.05 of alpha limit: "
      f"{growth[0]:.4f}, {growth[1]:.4f}")
for i in (0, 1):
    print(f"steps for 1e-2 error, L = {lengths[i]:.2f} nm: "
          f"run {counts[i]}, formula {expected[i]:.1f}")
print(f"layer thickness in subband test: {thick:.1f} nm")
print(f"thickness shift of eigenvalue: subbands at L = 40.96 nm "
      f"{shift_exact:.3f}, formula {shift_thick:.3f}")
print(f"exchange kernel, strict 2D estimate: {fx:.3f} eV nm^2")
print(f"exchange shift of largest eigenvalue: {dos * fx:.3f} (no unit)")
print(f"smallest eigenvalue with exchange, uniform sheet: {lam_min_x:.3f}")
print(f"rough filled-band screening length: {screen_length:.1f} nm")
print(f"filled-band addition at L = 10.24 nm: "
      f"{screen_length * qmin[2]:.2f} (no unit)")
print(f"Fermi energy / kT: {sheets[-1].fermi_energy / KT:.2f}")
print(f"mean orbital level spacing at L = 10.24 nm: "
      f"{2000 / (dos * lengths[2]**2):.2f} meV")
print("every check passed")
```

Output:

```
sheet density: 1.0e+14 cm^-2
bulk density for comparison: 5.0e+20 cm^-3
lattice period: 0.32 nm
lattice potential coefficient V in 2V cos(Gx): 3.0 eV
temperature: 300 K; kT: 0.02585 eV
e^2/eps0: 18.0951 eV nm
sheet Fermi energy above band bottom: 0.2044 eV
sheet density of states D: 4.9255 eV^-1 nm^-2
same without lattice potential: 4.1773 eV^-1 nm^-2
bulk density of states D3: 3.5873 eV^-1 nm^-3
screening wavevector e^2 D/(2 eps0): 44.564 nm^-1
slope of eigenvalue with L, formula: 7.0926 nm^-1
slope of eigenvalue with L, density map: 7.0885 nm^-1
local-field constant, formula: 0.6263 (no unit)
local-field constant, map at longest L: 0.6403 (no unit)
L = 2.56 nm: smallest q = 2.4544 nm^-1
  isolated, largest eigenvalue: map 19.877, formula 19.783
  images, largest eigenvalue: map 20.144, formula 20.053
  bulk, largest eigenvalue: map 11.049, formula 11.776
  isolated: short-wave eigenvalue bound 1.00191, kappa 19.839
  isolated: best alpha 0.09579, steps for 1e-6 error 137
L = 5.12 nm: smallest q = 1.2272 nm^-1
  isolated, largest eigenvalue: map 37.975, formula 37.940
  images, largest eigenvalue: map 44.802, formula 44.767
  bulk, largest eigenvalue: map 43.403, formula 44.103
  isolated: short-wave eigenvalue bound 1.00163, kappa 37.913
  isolated: best alpha 0.05131, steps for 1e-6 error 262
L = 10.24 nm: smallest q = 0.6136 nm^-1
  isolated, largest eigenvalue: map 74.268, formula 74.254
  images, largest eigenvalue: map 134.505, formula 134.486
  bulk, largest eigenvalue: map 172.719, formula 173.413
  isolated: short-wave eigenvalue bound 1.00148, kappa 74.158
  isolated: best alpha 0.02657, steps for 1e-6 error 512
growth exponent 5.12 to 10.24 nm, isolated: 0.987
growth exponent 5.12 to 10.24 nm, bulk: 2.018
image kernel exponent 40.96 to 81.92 nm: 1.992
image spacing c: 2.0 nm; crossover pi c: 6.28 nm
error factor per step at 0.95 and 1.05 of alpha limit: 0.9000, 1.1000
steps for 1e-2 error, L = 2.56 nm: run 46, formula 45.6
steps for 1e-2 error, L = 5.12 nm: run 88, formula 87.3
layer thickness in subband test: 0.6 nm
thickness shift of eigenvalue: subbands at L = 40.96 nm -5.446, formula -5.526
exchange kernel, strict 2D estimate: -1.149 eV nm^2
exchange shift of largest eigenvalue: -5.659 (no unit)
smallest eigenvalue with exchange, uniform sheet: 0.849
rough filled-band screening length: 4.0 nm
filled-band addition at L = 10.24 nm: 2.45 (no unit)
Fermi energy / kT: 7.91
mean orbital level spacing at L = 10.24 nm: 3.87 meV
every check passed
```
